\section*{Equal-Threshold Mode Pairs in a Uniform Index-Coupled Distributed-Feedback Laser}

\section{The question}

A distributed-feedback laser needs no mirrors. A shallow corrugation along the waveguide scatters the forward wave into the backward wave and back again, and this scattering supplies the feedback. Without gain it is strongest at the Bragg frequency, where the waves scattered from successive periods add in phase, so one might expect the laser to start there. If the corrugation is uniform and modulates the refractive index alone, and the ends reflect nothing, it does not. Two modes, one on each side of the Bragg frequency, reach threshold at the same gain, and the model gives no reason for the laser to choose between them.

\section{Model and coupled-wave equations}

The algebra uses atomic units: $\hbar=1$, so a photon energy equals its angular frequency $\omega$, and $c$ is the inverse fine-structure constant. Fields vary as $e^{-i\omega t}$, so $e^{i\beta z}$ with $\beta>0$ travels forward. The waveguide has one transverse mode and occupies $0<z<L$. Its effective index is
\[
n(z)=\bar n+\Delta n\cos(2\beta_0z+\varphi),\qquad \Delta n>0 .
\]
Let $\beta=\omega\bar n/c$, and let $\alpha$ be the net amplitude gain, so that power grows as $e^{2\alpha z}$ without a grating. The unmodulated wavenumber is then $\beta-i\alpha$. Define
\[
\kappa=\frac{\omega\Delta n}{2c},\qquad \delta=\beta-\beta_0,\qquad q=\alpha+i\delta,\qquad K=\kappa L .
\]
To first order in $\Delta n$ and $\alpha$, the index term $(\omega/c)^2\,2\bar n\Delta n\cos(\cdot)$ equals $4\beta\kappa\cos(\cdot)$, and the Helmholtz equation is
\begin{equation}
E''+\left[\beta^2-2i\beta\alpha+4\beta\kappa\cos(2\beta_0z+\varphi)\right]E=0 .
\label{helm}
\end{equation}
Insert $E=R(z)e^{i\beta_0z}+S(z)e^{-i\beta_0z}$. Since $R$ and $S$ vary slowly on the scale of a period, drop $R''$ and $S''$. The cosine turns $S e^{-i\beta_0z}$ into a term $2\beta\kappa e^{i\varphi}S\,e^{i\beta_0z}$, and $Re^{i\beta_0z}$ into $2\beta\kappa e^{-i\varphi}R\,e^{-i\beta_0z}$. Its other products vary as $e^{\pm3i\beta_0z}$ and are dropped as non-resonant. With $\beta^2-\beta_0^2\simeq2\beta_0\delta$ and $\beta\simeq\beta_0$ elsewhere,
\begin{align*}
2i\beta_0R'+2\beta_0(\delta-i\alpha)R+2\beta_0\kappa e^{i\varphi}S&=0,\\
-2i\beta_0S'+2\beta_0(\delta-i\alpha)S+2\beta_0\kappa e^{-i\varphi}R&=0 .
\end{align*}
Divide by $2i\beta_0$ and $-2i\beta_0$ respectively, and use $i(\delta-i\alpha)=q$. The substitution $R\to Re^{i\varphi/2}$, $S\to Se^{-i\varphi/2}$ then removes $\varphi$:
\begin{equation}
R'=qR+i\kappa S,\qquad S'=-qS-i\kappa R .
\label{cw}
\end{equation}
At threshold the laser emits with no incoming wave. Ends that reflect nothing therefore require
\begin{equation}
R(0)=0,\qquad S(L)=0 .
\label{bc}
\end{equation}
These conditions do not involve $\varphi$, so the grating phase is irrelevant in this model.

\paragraph{Theorem.} Let $\kappa$ be real and positive, and let $\alpha$ be uniform and the same at all frequencies considered. For every $K>0$, the threshold solutions of (\ref{cw}) and (\ref{bc}) are pairs $(\alpha_m,\pm\delta_m)$, $m=1,2,\dots$, with $\delta_m>\kappa$ and $0<\alpha_1<\alpha_2<\cdots$. Exactly two modes therefore share the lowest threshold, and none lies at $\delta=0$.

If dispersion is linear across the pair, $\delta=(\omega-\omega_B)n_g/c$ with group index $n_g$. The two lowest modes then lie at $\omega_B\pm c\delta_1/n_g$, symmetrically in frequency.

\section{Proof}

\paragraph{Lemma 1 (threshold condition).} With $\gamma^2=q^2+\kappa^2$, thresholds are the roots of
\begin{equation}
D(q)=\cosh\gamma L-\frac q\gamma\sinh\gamma L=0 .
\label{D}
\end{equation}

\emph{Proof.} The coefficient matrix of (\ref{cw}) is
\[
M=\begin{pmatrix}q&i\kappa\\-i\kappa&-q\end{pmatrix},\qquad
M^2=(q^2+\kappa^2)\,I=\gamma^2I .
\]
The off-diagonal entries of $M^2$ cancel, and $(i\kappa)(-i\kappa)=\kappa^2$. Summing even and odd powers of the exponential series separately gives
\[
e^{ML}=I\cosh\gamma L+M\,\frac{\sinh\gamma L}{\gamma}.
\]
Starting from $R(0)=0$, this yields $S(L)=D(q)S(0)$. A nonzero solution has $S(0)\ne0$, so $D=0$. $\square$

Both terms of $D$ are even in $\gamma$, so the choice of square root does not matter. Their power series in $q$ have real coefficients, hence $D(q^*)=D(q)^*$ and roots come in conjugate pairs $\alpha\pm i\delta$. The same symmetry acts on the fields: if $(R,S)$ solves (\ref{cw}) with $q$, then $(R^*,-S^*)$ solves it with $q^*$. The partners thus have the same slow intensities $|R|^2$ and $|S|^2$ everywhere.

\paragraph{Lemma 2 (explicit roots).} Up to conjugation, every root has the form
\begin{equation}
\alpha L=x\tanh x,\qquad \delta L=y\coth x,
\label{ad}
\end{equation}
where $x>0$, $y>0$ and
\begin{equation}
y\tan y=-x\tanh x,\qquad
K^2=\frac{x^2+y^2}{\sinh^2x+\sin^2y}.
\label{xy}
\end{equation}
Conversely, every such pair $(x,y)$ gives a root.

\emph{Proof.} Put $w=\gamma L=x+iy$. If $w=0$, then $q=\pm i\kappa$ and $D=1-qL\ne0$, so $w\neq0$ at a root. Squaring $\gamma\cosh w=q\sinh w$ and using $q^2=\gamma^2-\kappa^2$ gives $\gamma^2\cosh^2w=(\gamma^2-\kappa^2)\sinh^2w$, that is, $\kappa^2\sinh^2w=-\gamma^2$. Hence $\sinh w=i\sigma w/K$ with $\sigma=\pm1$. Its real and imaginary parts are
\[
\sinh x\cos y=-\frac{\sigma y}{K},\qquad
\cosh x\sin y=\frac{\sigma x}{K}.
\]
Since $w$ and $-w$ are equivalent, take $x\ge0$. If $x=0$, the first equation gives $y=0$, which is excluded. If $y=0$, it gives $\sinh x=0$, which is excluded too. So $x>0$ and $y\ne0$, and conjugation lets us take $y>0$. Dividing the second equation by the first gives the first relation in (\ref{xy}). The modulus of $\sinh w=i\sigma w/K$, with $|\sinh w|^2=\sinh^2x+\sin^2y$, gives the second.

At a root $qL=w\coth w$. Let $N=\sinh^2x+\sin^2y=\cosh^2x-\cos^2y$. Then $\coth w=(\sinh2x-i\sin2y)/(2N)$, and
\begin{align*}
\alpha L&=\frac{x\sinh2x+y\sin2y}{2N}
=\frac{x\tanh x\,(\cosh^2x-\cos^2y)}{N}=x\tanh x,\\
\delta L&=\frac{y\sinh2x-x\sin2y}{2N}
=\frac{y\coth x\,(\sinh^2x+\sin^2y)}{N}=y\coth x .
\end{align*}
The first line uses $y\sin2y=2\cos^2y\,(y\tan y)=-2x\tanh x\cos^2y$. The second uses $x=-y\tan y\coth x$.

For the converse, (\ref{xy}) makes
\[
\mathrm{Re}(w^*\sinh w)=\cosh x\cos y\,(x\tanh x+y\tan y)=0 ,
\]
so $\sinh w/w$ is imaginary with modulus $1/K$. Define $qL=w\coth w$. Then $(qL)^2=w^2+w^2/\sinh^2w=w^2-K^2$, as $\gamma^2=q^2+\kappa^2$ requires, and $D(q)=0$. $\square$

\paragraph{Lemma 3 (one pair per branch, in order).} For each $K>0$ and each integer $m\ge1$ there is exactly one solution of (\ref{xy}) with $(m-\tfrac12)\pi<y<m\pi$, and its $x_m$ increases with $m$.

\emph{Proof.} The first relation in (\ref{xy}) needs $\tan y<0$, which confines $y$ to these intervals. In each one, $y\tan y$ has derivative $(y+\tfrac12\sin2y)/\cos^2y>0$ and rises from $-\infty$ to $0$. Every $x>0$ therefore fixes one $y_m(x)$, and (\ref{xy}) then fixes one $K_m(x)$.

Along a branch, $w/\sinh w$ stays imaginary and nonzero, so its phase is constant and $\ln K_m=\ln(w/\sinh w)+\text{const}$. Therefore
\[
\frac{d\ln K_m}{dx}=\left(\frac1w-\coth w\right)\frac{dw}{dx}
=\frac{1-qL}{w}\left(1+i\frac{dy_m}{dx}\right).
\]
This cannot vanish, because $\mathrm{Im}\,qL=y\coth x\neq0$. As $x\to0$, $y_m\to m\pi$ and $K_m\to\infty$. As $x\to\infty$, $K_m\to0$. So $K_m$ falls strictly from $\infty$ to $0$ and takes each value once.

Now hold $x$ fixed and let $T=x\tanh x$. From $\tan^2y=T^2/y^2$,
\[
K_m^2=\frac{x^2+y_m^2}{\sinh^2x+T^2/(y_m^2+T^2)} ,
\]
which increases with $y_m$, and hence with $m$. Thus $K_{m+1}(x_m)>K_m(x_m)=K$. Since $K_{m+1}$ falls with $x$, it reaches $K$ at some $x_{m+1}>x_m$. $\square$

\paragraph{Proof of the theorem.} Lemmas 2 and 3 give one conjugate pair for each $m$. Since $x\tanh x$ is positive and increasing, the $\alpha_m$ are positive and ordered. The real part of $(qL)^2=w^2-K^2$, with $\alpha L=x\tanh x$, gives
\begin{equation}
\delta^2L^2=K^2+y^2-x^2\,\mathrm{sech}^2x .
\label{outside}
\end{equation}
Here $y>\pi/2$, while $x\,\mathrm{sech}\,x<1$ because $\cosh x\geq1+x^2/2>x$. Hence $\delta_m>\kappa$. $\square$

\paragraph{Remark 1 (why the Bragg frequency fails).} Cut the grating at its centre. With $C=\cosh(\gamma L/2)$ and $s=\sinh(\gamma L/2)/\gamma$, each half, seen from the cut, reflects with amplitude $r=i\kappa s/(C-qs)$. A mode needs $r^2=1$. At $\delta=0$ all of $\kappa$, $s$, $C$ and $q$ are real, so
\[
r^2=-\frac{\kappa^2s^2}{(C-\alpha s)^2}<0 .
\]
The wave returns in antiphase whatever the gain. A quarter-wave section at the centre adds $\pi$ to the round-trip phase, reverses this sign and admits a mode at the Bragg frequency.

\paragraph{Remark 2 (two limits).} An infinite grating without gain has $\gamma^2=\kappa^2-\delta^2$ and blocks propagation for $|\delta|<\kappa$, the stop band. For strong coupling, $K\gg m\pi$, $x$ is small and $y\simeq m\pi$. Then (\ref{xy}) gives $K\simeq m\pi/x$, and
\[
\alpha_mL\simeq\frac{m^2\pi^2}{K^2},\qquad
\delta_mL\simeq\sqrt{K^2+m^2\pi^2}.
\]
The lowest pair closes in on the edges of the stop band. For weak coupling $x$ is large, $\alpha_mL\simeq x$, and $K\simeq2|w|e^{-x}$ becomes $e^{\alpha L}\simeq2\alpha L/K$. The detunings tend to $(m-\tfrac12)\pi/L$, so the lowest two modes end up $\pi/L$ apart in $\delta$. The approach is slow: with $y=(m-\tfrac12)\pi+\epsilon$, (\ref{xy}) gives $\epsilon\simeq y/x$, and $x$ grows only logarithmically as $K$ falls.

\section{What preserves the equality and what lifts it}

The map $(R,S)\to(R^*,-S^*)$ still works if $\alpha$ varies along $z$, so uneven gain by itself preserves the equality. A position-dependent detuning $\Delta(z)$ is turned into $-\Delta(z)$. Reversing the axis and exchanging $R$ with $S$ also leaves (\ref{cw}) unchanged in form. The two maps together preserve the equality when $\Delta$ is odd about the centre and the gain is even, as for a linear chirp with uniform gain. An index profile bowed about the centre has no such protection.

An end reflection $S(L)=\rho R(L)$ becomes $-\rho^*$ under conjugation. The equality survives for imaginary $\rho$ but not for general phase. That phase depends on where the facet cuts the grating.

A gain grating $\alpha[1+\eta\cos(2\beta_0z+\varphi)]$ adds $-2i\beta\alpha\eta\cos(\cdot)$ to the bracket in (\ref{helm}). Comparison with $4\beta\kappa\cos(\cdot)$ shows that $\kappa$ becomes $\kappa-i\eta\alpha/2$. For strong coupling $q\simeq\pm i\kappa$ to leading order, so the real parts of the two roots move by $\pm\eta\alpha/2$. The thresholds become $\alpha_1/(1\mp\eta/2)$, so the relative split tends to $\eta/(1-\eta^2/4)$, which is close to $\eta$ for a shallow grating, and for $\eta>0$ the low-frequency mode is favoured.

\section{Example: a neodymium-doped waveguide}

Take rough typical parameters for a neodymium-doped aluminium-oxide waveguide: Bragg wavelength $\lambda_B=1064$ nm, $\bar n=1.60$, $n_g=1.65$, $\kappa=5.0\ \mathrm{cm^{-1}}$ and internal power loss $0.10\ \mathrm{cm^{-1}}$. The period is $1064/(2\times1.60)=332.5$ nm, and $30000$ periods give $L=0.9975$ cm and $K=4.9875$. The index amplitude is $\Delta n=\kappa\lambda_B/\pi=1.69\times10^{-4}$.

For $m=1$, (\ref{xy}) gives $x=0.57994$ and $y=3.04229$. Then
\begin{align*}
\alpha_1L&=0.57994\tanh0.57994=0.3031,\\
\delta_1L&=3.04229\coth0.57994=5.821 .
\end{align*}
The strong-coupling estimate $\pi^2/K^2=0.397$ is about 31\% above this $\alpha_1L$, so $K\approx5$ is not yet deep in that limit. Dividing by $L$ gives $\alpha_1=0.304\ \mathrm{cm^{-1}}$ and $\delta_1=5.84\ \mathrm{cm^{-1}}$. The required modal power gain is $2\alpha_1$ plus the loss, $0.608+0.10=0.71\ \mathrm{cm^{-1}}$. The modes are separated by
\[
\frac{2c\,\delta_1}{n_g}=139.6\ \mu\mathrm{eV},\quad\text{or}\quad 0.127\ \mathrm{nm},
\]
against a stop-band width of $119.6\ \mu\mathrm{eV}$. The second pair needs $2.7$ times the net gain of the first.

As a test of the lemmas, the operator in (\ref{cw}) and (\ref{bc}) was diagonalized numerically for $K=0.5$, $2$ and $4.9875$. All eigenvalues $qL$ with $|\delta L|<20$ and $\alpha L<6$ agreed with (\ref{ad}) and (\ref{xy}) to within $10^{-6}$.

At the Bragg frequency, with the same gain, $r^2=-1.10$: the magnitude would suffice, but the sign is wrong. With a central quarter-wave section, and $\kappa$ and the grating length held fixed, the central mode needs only $\alpha L=0.069$.

The equality is a property of the first-order equations. Solving (\ref{helm}) through every period, with grating phase zero, puts the threshold of the upper mode 0.034\% below that of the lower. The terms of second order in $\Delta n$ and $\alpha$ that (\ref{helm}) omits matter at this level: using $(\omega n(z)/c-i\alpha)^2$ in full changes the figure to 0.024\%. The following imperfections, each acting alone, have these effects. Splits are relative to $\alpha_1$.
\begin{itemize}
\item A power reflection of $10^{-4}$ at one end: up to 1.9\%, depending on its phase.
\item A parabolic index bow from a centre 0.1 K hotter than the ends, with $dn/dT=2\times10^{-5}\ \mathrm{K^{-1}}$: 2.8\%. More sharply peaked profiles of the same height give 3 to 4\%, and the split grows almost in proportion to the bow, reaching 28\% at 1 K.
\item A grating of relative depth $\eta=0.10$ in the net gain: 8.8\%, against the strong-coupling value of 10\%.
\item A Lorentzian gain line with a full width at half maximum of 10 nm, centred 2 nm from the Bragg wavelength: the modes receive gains that differ by 1.8\% of the modal gain. The width is an assumed value and is narrow for an amorphous host; a 30 nm line gives 0.22\%.
\end{itemize}
Net gain falling by a factor $e$ along the guide leaves the thresholds equal but raises the mean $\alpha L$ to $0.309$.

If the available modal gain is about $1\ \mathrm{cm^{-1}}$, the required gain is attainable but not small. At 300 K the Boltzmann factor of the lower laser level, taken 0.25 eV above the ground level, is $6\times10^{-5}$, so neglecting reabsorption from it is reasonable. Real devices do break the assumptions of perfectly uniform index and reflectionless ends. At the sizes assumed above, this can move the two thresholds apart by a few per cent, far more than the correction to the coupled-wave equations does. Such uncontrolled asymmetries, together with the slope of the gain line, then decide which mode has the lower threshold. Above threshold, the standing wave depletes the gain unevenly and creates a gain grating of its own, so a threshold calculation does not settle whether the laser stays in one mode. If operation at the Bragg frequency is wanted and the ends reflect little, the quarter-wave section provides a mode there at lower threshold for these parameters. The remaining computed values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
INPUTS (rough typical values)
Bragg wavelength in vacuum: 1064.0 nm
effective index: 1.60; group index: 1.65
grating periods: 30000; period: 332.50 nm
length L: 0.9975 cm
coupling kappa: 5.00 1/cm; K = kappa L: 4.9875
index modulation amplitude: 1.693e-04
internal power loss: 0.10 1/cm
LOWEST PAIR
x: 0.57994; y: 3.04229
alpha L: 0.30309; delta L: +/- 5.82119
strong-coupling estimate of alpha L: 0.3968
net amplitude gain alpha: 0.3039 1/cm
net power gain 2 alpha: 0.6077 1/cm
modal power gain with loss added: 0.7077 1/cm
detuning delta: +/- 5.8358 1/cm
Bragg photon energy: 1.16527 eV
mode separation: 139.58 micro-eV
mode separation: 0.1275 nm
stop-band width: 119.59 micro-eV
COMPARISONS
second pair alpha L: 0.81369; delta L: +/- 7.89244
second-to-first net threshold ratio: 2.685
round-trip product at Bragg, same gain: -1.0971
quarter-wave-shifted grating alpha L: 0.06897
FULL HELMHOLTZ EQUATION, grating phase 0
upper mode alpha L: 0.303061; delta L: 5.82135
lower mode alpha L: 0.303164; delta L: -5.82067
NEGLECTED EFFECTS (splits are relative to net threshold alpha)
beyond coupled waves, larger of two phases: 0.0337 %
one-end power reflection assumed: 1.0e-04
its largest threshold split over phase: 1.904 %
gain-grating depth assumed: 10.0 %
its threshold split: 8.803 %
thermal bow: 0.10 K; dn/dT: 2.0e-05 1/K
its threshold split: 2.8142 %
gain line width: 10.0 nm; offset: 2.0 nm
gain difference between modes: 1.758 % of modal gain
uneven gain, end-to-end factor e, mean alpha L: 0.30919
uniform heating shift: 0.01290 nm/K
temperature: 300 K; lower level: 0.25 eV
lower-level Boltzmann factor: 6.31e-05
\end{verbatim}
